# The Bohdansky Threshold Factor Just Above the Sputtering Threshold

## Problem

An ion of energy \(E\) strikes a solid at normal incidence. In the Bohdansky formula, the mean number of atoms removed per ion is

\[
Y(E)=Q\,s_n(E)\,F(E),\qquad
F(E)=\left[1-\left(\frac{E_{th}}{E}\right)^{2/3}\right]\left(1-\frac{E_{th}}{E}\right)^2 ,
\]

for \(E>E_{th}\), and zero for \(E\le E_{th}\). Here \(E_{th}>0\) is the threshold energy, \(Q\) is a constant fitted to the ion and target, and \(s_n\) is the reduced nuclear stopping, a smooth positive function of energy. Define the relative excess energy

\[
\delta=\frac{E-E_{th}}{E_{th}} .
\]

(a) Show that \(F\) vanishes as \(\tfrac23\delta^3\) when \(E\to E_{th}\) from above, and trace the power and the coefficient to the two factors.

(b) Find the next two terms, and bound the error of the leading law without using a series.

(c) Repeat the expansion with the excess measured relative to \(E\) instead of \(E_{th}\). Which form is more useful at finite excess? What exponent would a local power-law fit in \(\delta\) give?

(d) How does the energy dependence of \(s_n\) change the threshold law of the full yield?

(e) For argon ions on copper take \(E_{th}=25\) eV and \(Q=15\). Find the yield at 27.5 eV and the erosion rate at an ion current density of 1 mA/cm². Estimate how far the result is moved by a spread of ion energies, thermal motion of the target, doubly charged ions, an error in \(E_{th}\), and the choice of threshold formula.

## Solution

### (a) The leading term

Since \(E=E_{th}(1+\delta)\), we have \(E_{th}/E=(1+\delta)^{-1}\), and the factor depends on \(\delta\) alone:

\[
F=\left[1-(1+\delta)^{-2/3}\right]\left(1-\frac1{1+\delta}\right)^2
=\left[1-(1+\delta)^{-2/3}\right]\frac{\delta^2}{(1+\delta)^2}.
\]

To first order, the binomial series gives \((1+\delta)^{-2/3}=1-\tfrac23\delta+O(\delta^2)\). The square bracket is therefore \(\tfrac23\delta+O(\delta^2)\), while the other factor is \(\delta^2+O(\delta^3)\). Their product is

\[
F=\frac23\,\delta^3+O(\delta^4),\qquad
\lim_{\delta\to0^+}\frac{F}{\delta^3}=\frac23 .
\]

The squared factor supplies two powers of \(\delta\) with coefficient one. The bracket supplies the third power and the coefficient, which is its own exponent. If the exponents \(2/3\) and 2 are replaced by positive numbers \(p\) and \(m\), the same argument gives \(p\,\delta^{m+1}\). The cube is thus a property of the chosen formula, not a general law of sputtering.

The limit is taken from above because the yield is set to zero below threshold. Continued there, the algebraic expression would be negative: its bracket changes sign and its square does not. With the correct zero branch, \(F\) and its first two derivatives are continuous at threshold. The third derivative with respect to \(\delta\) jumps from 0 to \(3!\times\tfrac23=4\). The onset is therefore very gentle.

### (b) Corrections and a bound

The second and third binomial coefficients for the exponent \(-2/3\) are

\[
\frac{(-\frac23)(-\frac53)}{2}=\frac59,\qquad
\frac{(-\frac23)(-\frac53)(-\frac83)}{6}=-\frac{40}{81}.
\]

Hence

\[
1-(1+\delta)^{-2/3}
=\frac23\delta-\frac59\delta^2+\frac{40}{81}\delta^3-\cdots
=\frac23\delta\left(1-\frac56\delta+\frac{20}{27}\delta^2-\cdots\right).
\]

The other factor is \(\delta^2(1+\delta)^{-2}=\delta^2(1-2\delta+3\delta^2-\cdots)\). In the product of the two parentheses, the coefficient of \(\delta\) is \(-\tfrac56-2=-\tfrac{17}{6}\). The coefficient of \(\delta^2\) is

\[
3+\left(-\frac56\right)(-2)+\frac{20}{27}
=\frac{81+45+20}{27}=\frac{146}{27}.
\]

The expansion is therefore

\[
F=\frac23\delta^3\left[1-\frac{17}{6}\delta+\frac{146}{27}\delta^2+O(\delta^3)\right].
\]

The large coefficients warn that the leading term is accurate only for a small excess.

For a bound, introduce

\[
\eta=1-\frac{E_{th}}{E}=\frac{\delta}{1+\delta},\qquad
F=\left[1-(1-\eta)^{2/3}\right]\eta^2 .
\]

The function \((1-\eta)^{2/3}\) is concave for \(0<\eta<1\), so it lies below its tangent at \(\eta=0\): \((1-\eta)^{2/3}\le1-\tfrac23\eta\). This gives \(F\ge\tfrac23\eta^3\).

In the other variable, \((1+\delta)^{-2/3}\) is convex and lies above its tangent at \(\delta=0\), so \(1-(1+\delta)^{-2/3}\le\tfrac23\delta\). Since also \(\eta<\delta\), we have \(F\le\tfrac23\delta^3\). Together,

\[
\frac23\frac{\delta^3}{(1+\delta)^3}\le F\le\frac23\delta^3 .
\]

Dividing by \(\tfrac23\delta^3\) and subtracting from one gives

\[
0\le1-\frac{F}{\frac23\delta^3}\le1-(1+\delta)^{-3}\le3\delta .
\]

The last step is the tangent inequality for the convex function \((1+\delta)^{-3}\). The leading law thus overestimates \(F\), by at most a fraction \(3\delta\) of the law's own value. This also proves the limit in (a) without a series.

### (c) The other relative excess, and the local exponent

The variable \(\eta=(E-E_{th})/E\) is the excess relative to the ion energy. The binomial series for exponent \(2/3\) is

\[
(1-\eta)^{2/3}=1-\frac23\eta-\frac19\eta^2-\frac4{81}\eta^3-\cdots .
\]

Subtracting this from one and multiplying by \(\eta^2\) gives

\[
F=\frac23\eta^3\left[1+\frac16\eta+\frac2{27}\eta^2+\cdots\right].
\]

The leading coefficient is unchanged, because \(\eta/\delta\to1\) at threshold. The first correction falls from \(17/6\) to \(1/6\) in magnitude. The reason follows from \(\eta^3=\delta^3(1+\delta)^{-3}=\delta^3(1-3\delta+\cdots)\): the change of variable alone contributes \(-3\), and \(-3+\tfrac16=-\tfrac{17}{6}\). Most of the correction to the \(\delta\) law thus comes from dividing the excess by \(E_{th}\) rather than by \(E\).

The two laws can be compared by the excess at which \(F\) departs from the leading form by 10% of that form. For \(E_{th}=25\) eV, this happens at 25.95 eV for the \(\delta\) law and at 46.75 eV for the \(\eta\) law. The latter is therefore the better estimate at the finite excess considered below.

The local exponent in \(\delta\) is \(n=d\ln F/d\ln\delta\). Write the bracket in (b) as \(1+a\delta+b\delta^2\), with \(a=-17/6\) and \(b=146/27\). Since \(\ln(1+u)=u-u^2/2+\cdots\),

\[
\ln F=\ln\frac23+3\ln\delta+a\delta+\left(b-\frac{a^2}{2}\right)\delta^2+\cdots .
\]

Applying \(\delta\,d/d\delta\) gives

\[
n=3+a\delta+(2b-a^2)\delta^2+\cdots
=3-\frac{17}{6}\delta+\frac{301}{108}\delta^2+\cdots ,
\]

because \(2b-a^2=\tfrac{292}{27}-\tfrac{289}{36}=\tfrac{1168-867}{108}\). At \(\delta=0.1\) these terms give 2.74, in agreement with 2.742 from numerical differentiation of \(F\). A fitted exponent somewhat below three near threshold is therefore consistent with an exact cubic limit.

### (d) The full yield

Let

\[
\kappa=\left.\frac{d\ln s_n}{d\ln E}\right|_{E_{th}} .
\]

Since \(dE=E_{th}\,d\delta\), the stopping is \(s_n(E)=s_n(E_{th})[1+\kappa\delta+O(\delta^2)]\). Multiplication by the expansion of \(F\) gives

\[
Y=\frac23Q\,s_n(E_{th})\,\delta^3
\left[1+\left(\kappa-\frac{17}{6}\right)\delta+O(\delta^2)\right].
\]

The smooth stopping function sets the prefactor and alters the correction, but leaves the cube. This would fail if \(s_n\) itself vanished or diverged at \(E_{th}\), which is excluded by assumption.

### (e) Argon ions on copper

For the stopping, use the Thomas–Fermi fit

\[
s_n=\frac{3.441\sqrt\varepsilon\,\ln(\varepsilon+2.718)}
{1+6.355\sqrt\varepsilon+\varepsilon(6.882\sqrt\varepsilon-1.708)},
\qquad \varepsilon=\frac{E}{E_{TF}},
\]

\[
E_{TF}=\frac{E_H}{0.8853}\,\frac{M_1+M_2}{M_2}\,Z_1Z_2
\sqrt{Z_1^{2/3}+Z_2^{2/3}} .
\]

Here \(E_H\) is the Hartree energy, and subscripts 1 and 2 denote ion and target. With \(Z_1=18\), \(Z_2=29\), \(M_1=39.95\) u and \(M_2=63.55\) u, \(E_{TF}=105.52\) keV.

At 27.5 eV, \(\delta=2.5/25=0.1\) and \(\eta=2.5/27.5=0.0909\). The definition gives

\[
F=\left[1-(0.90909)^{2/3}\right](0.09091)^2=5.088\times10^{-4}.
\]

The approximations compare with the full factor as follows.

| \(E\) (eV) | \(F\) | \(\tfrac23\delta^3\) | \(\tfrac23\eta^3\) |
|---|---|---|---|
| 25.25 | 6.481e-7 | 6.667e-7 | 6.471e-7 |
| 27.5 | 5.088e-4 | 6.667e-4 | 5.009e-4 |
| 30 | 3.179e-3 | 5.333e-3 | 3.086e-3 |
| 50 | 0.0925 | 0.667 | 0.0833 |

At 27.5 eV the \(\delta\) law is 31% above \(F\), while the \(\eta\) law is 1.6% below it. Including the term \(-17\delta/6\) in the \(\delta\) law gives \(4.778\times10^{-4}\), 6% below \(F\). At 50 eV the same two-term formula is negative, \(-1.22\). There \(\delta=1\), the radius of convergence set by the singularity at \(\delta=-1\), and a truncated series is no guide.

With \(s_n(27.5\ \text{eV})=0.0504\), the yield is

\[
Y=15\times0.0504\times5.088\times10^{-4}
=3.85\times10^{-4}\ \text{atoms per ion}.
\]

The expansion in (d) can be compared with this value. With \(s_n(E_{th})=0.04826\) and \(\kappa=0.456\), its prefactor is \(15\times0.04826\times6.667\times10^{-4}=4.83\times10^{-4}\). Its bracket is \(1-2.378\times0.1=0.762\). The product, \(3.68\times10^{-4}\), is 4% below the full model value.

An ion current density \(j=1\) mA/cm² of singly charged ions corresponds to a flux \(j/e=6.24\times10^{15}\) cm⁻² s⁻¹. Copper of density 8.96 g/cm³ contains \(N=8.49\times10^{22}\) atoms/cm³. The erosion rate is

\[
\frac{jY}{eN}
=\frac{6.24\times10^{15}\times3.85\times10^{-4}}{8.49\times10^{22}}
\ \text{cm/s}
=0.017\ \text{nm/min}.
\]

**Energy spread.** Let the ion energy have a Gaussian distribution with mean \(E\) and rms width \(\sigma\), and write \(\Delta E=E-E_{th}\). For a narrow distribution lying essentially above threshold, the average of the cube is

\[
\langle(\Delta E+u)^3\rangle=\Delta E^3+3\Delta E\,\sigma^2,
\]

since \(\langle u\rangle=\langle u^3\rangle=0\). The leading yield is therefore multiplied by \(1+3(\sigma/\Delta E)^2\). For \(\sigma=1\) eV and \(\Delta E=2.5\) eV this factor is 1.48. Averaging the full yield numerically gives 1.37, because the corrections to the cube are not negligible across this distribution.

If the mean energy equals \(E_{th}\), half the ions still lie above threshold. Using

\[
\int_0^\infty u^3\frac{e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,du
=\frac{2\sigma^3}{\sqrt{2\pi}},
\]

the average factor is \(\tfrac23(2/\sqrt{2\pi})(\sigma/E_{th})^3\) to leading order. The full numerical average gives a yield of \(2.1\times10^{-5}\) at a mean energy of 25 eV. A small measured yield at the nominal threshold thus need not contradict a sharp threshold for each ion.

**Thermal motion.** Suppose a target atom has velocity \(u\) along the incoming ion's velocity \(v\). A head-on collision has the same relative energy as that of an ion of energy \(\tfrac12M_1(v-u)^2\simeq E-M_1vu\) with an atom at rest. Classically, \(\langle u^2\rangle=kT/M_2\), so the rms spread is

\[
M_1v\sqrt{\frac{kT}{M_2}}=\sqrt{2EkT\frac{M_1}{M_2}}=0.95\ \text{eV}
\]

at 300 K. Although \(kT\) is far below 1 eV, it enters multiplied by the ion energy under a square root. Treated as an ion-energy spread, this raises the yield by a factor 1.33. This is a rough estimate, and it depends on which energy is taken to matter. Escape from the surface is governed by the energy of the recoil in the laboratory frame. After the head-on collision the target atom moves with velocity \([(M_2-M_1)u+2M_1v]/(M_1+M_2)\). The spread of its energy, expressed as an equivalent ion energy, is smaller by the factor \((M_2-M_1)/2M_1=0.30\). It is 0.28 eV and raises the yield by a factor of only 1.03. Sputtering generally involves more than one collision, so neither single-collision figure settles the thermal effect.

**Doubly charged ions.** A sheath that gives a singly charged ion 27.5 eV gives a doubly charged one 55 eV. At that energy the model yield is 0.125. If 1% of the incident ions are doubly charged, and charge affects the yield through the acquired energy alone, the ratio of atoms removed by the two groups is

\[
\frac{0.01\times0.1253}{0.99\times3.846\times10^{-4}}=3.3 .
\]

For sharp ion energies and a cold target, the minority removes more than three times as many atoms as the majority. Together they raise the mean yield per ion about fourfold above that of singly charged ions alone. A thermal spread hardly changes the yield at 55 eV. It lowers the ratio to about 2.5 with the relative-energy estimate above (factor 1.33), and to about 3.2 with the recoil-energy estimate (factor 1.03).

**Threshold error.** At fixed \(E\), the approximate law \(F\propto\eta^3\) makes \(F\) proportional to \((E-E_{th})^3\). Moving \(E_{th}\) to 24 eV multiplies it by \((3.5/2.5)^3=2.74\); moving it to 26 eV multiplies it by \((1.5/2.5)^3=0.216\). The full factors are 2.76 and 0.215. An error of 4% in the threshold therefore changes the predicted yield several-fold. The real uncertainty is larger than 1 eV. With a surface binding energy \(U_s=3.49\) eV, the empirical estimates \(8U_s(M_1/M_2)^{2/5}\) and \(U_s[7.0(M_2/M_1)^{-0.54}+0.15(M_2/M_1)^{1.12}]\) give 23.2 and 19.9 eV. These raise \(F\) at 27.5 eV about 5-fold and 29-fold, while changing it by less than 5% at 500 eV.

**Another threshold formula.** The Yamamura factor \([1-(E_{th}/E)^{1/2}]^{2.8}\) varies as \((\delta/2)^{2.8}\) near threshold. With the same \(E_{th}\), it is 0.37 times the Bohdansky factor at 27.5 eV. This compares the two shapes at a common threshold. It is not the error of either formula, since fitting each to the same data would give it its own threshold and prefactor. The difference can then even change sign. For example, take the model yields at energies spaced evenly in \(\ln E\) from 35 to 1000 eV, and fit the Yamamura form to them by least squares in \(\ln Y\) with the same stopping. With 30 such energies its threshold becomes about 21.5 eV, and its yield at 27.5 eV is about eight times the Bohdansky value. The size of this ratio depends on the fit. It is 5.5 with 10 energies and 9.6 with 300, and with 30 energies it is about 3 or 27 if the range starts at 30 or 50 eV.

### The model and a real copper surface

The values of \(E_{th}\) and \(Q\) are rough. They give a model yield of 1.9 at 500 eV, of the same size as the roughly 2 atoms per ion typical of argon on copper. That agreement does not validate the yield near threshold, where the Thomas–Fermi stopping is also least secure. For fixed \(Q\), an error in \(s_n\) changes the yield in proportion. Its possible size can be seen from classical scattering in the Kr–C potential, another common screened potential: with the screening length implied by \(E_{TF}\) above, the resulting stopping is about 40% below the value used here at 27.5 eV, but only about 14% below it at 500 eV. With the Firsov screening length the figures are about 50% and 27%. Classical scattering in the Thomas–Fermi potential itself lies above the fit, by about 39% at 27.5 eV and 18% at 500 eV.

The rate of 0.017 nm/min also assumes that all ions are singly charged. With 1% doubly charged ions by number, the mean yield becomes \(0.99\times3.846\times10^{-4}+0.01\times0.1253=1.63\times10^{-3}\). The mean charge is \(1.01e\), so at the same ion current the erosion rate rises from 0.017 to about 0.07 nm/min. Oblique incidence, roughness, surface oxide and crystal orientation are left out and have not been sized. The calculated rate should therefore be read as the output of a clean, normal-incidence model, not as a prediction for a plasma tool. The full numerical output follows.

## Computed values

```
Taylor coefficients in delta, orders 3-5: 2/3 -17/9 292/81
Taylor coefficients in eta, orders 3-5: 2/3 1/9 4/81
F/delta^3 at delta = 1e-8: 0.66666665
Threshold Eth: 25.0 eV
Yield scale Q: 15.0 atoms/ion
Ion and target mass: 39.95, 63.55 u
Thomas-Fermi energy unit: 105.52 keV
E = 25.25 eV: delta = 0.0100, eta = 0.00990
  F = 6.48133e-07
  (2/3)delta^3 = 6.66667e-07
  with first correction = 6.47778e-07
  (2/3)eta^3 = 6.47060e-07
E = 27.50 eV: delta = 0.1000, eta = 0.09091
  F = 5.08790e-04
  (2/3)delta^3 = 6.66667e-04
  with first correction = 4.77778e-04
  (2/3)eta^3 = 5.00877e-04
E = 30.00 eV: delta = 0.2000, eta = 0.16667
  F = 3.17920e-03
  (2/3)delta^3 = 5.33333e-03
  with first correction = 2.31111e-03
  (2/3)eta^3 = 3.08642e-03
E = 50.00 eV: delta = 1.0000, eta = 0.50000
  F = 9.25099e-02
  (2/3)delta^3 = 6.66667e-01
  with first correction = -1.22222e+00
  (2/3)eta^3 = 8.33333e-02
Delta law good to 10% up to: 25.95 eV
Eta law good to 10% up to: 46.75 eV
Local exponent at 27.5 eV: 2.7420
Stopping s_n at threshold: 0.04826
Stopping s_n at 27.5 eV: 0.05040
Stopping slope kappa: 0.4559
First yield correction kappa-17/6: -2.3775
Yield at 27.5 eV: 3.8464e-04 atoms/ion
Yield at 500 eV: 1.939 atoms/ion
Copper density: 8.96 g/cm3
Copper number density: 8.491e+22 1/cm3
Ion current density: 1.0 mA/cm2
Erosion rate at 27.5 eV: 0.0170 nm/min
Ion energy spread, rms: 1.00 eV
Yield ratio, spread/no spread: 1.371
Spread yield at 25 eV: 2.079e-05 atoms/ion
Relative quadrature shift, 200 to 400: 2.1e-14
Target temperature: 300 K
Thermal collision spread, rms: 0.945 eV
Yield ratio, thermal/cold: 1.333
Doubly charged share: 1.0 %
Yield at 55 eV: 1.2527e-01 atoms/ion
Sputtered atoms, double/single ions: 3.290
F ratio for Eth = 24 eV: 2.762
F ratio for Eth = 26 eV: 0.215
Yamamura/Bohdansky factor: 0.366
```
